Incidence angles and area factor of {111} facets on silicon (100)

Let the surface of a silicon (100) wafer be completely covered by flat {111} facets, the planes that alkaline solutions etch much more slowly than the others. The cubic axes are labelled so that the outward normal of the wafer as a whole is z = (0,0,1); by cubic symmetry this is still a {100} surface. The tilt α of a facet is the angle between the facet and the wafer plane, which equals the angle between their normals. An angle of incidence θ is measured from the normal of the facet that is struck, not from z. Light travels as rays that are reflected specularly, and the incoming ray points straight down, d₀ = (0,0,−1).

Four {111} facets face upwards, with outward unit normals (±1,±1,1)/√3. Let the first facet struck be the one with

n₁ = (1,1,1)/√3.

Its tilt follows from the scalar product with z:

cos α = n₁·z = 1/√3, so α = 54.74°.

The sine is √(1 − 1/3) = √(2/3), and therefore tan α = √2. The line in which the facet cuts the wafer plane is perpendicular to both n₁ and z, so it runs along (1,−1,0), a <110> direction. This is why the base edges of the pyramids lie along <110>.

The first angle of incidence is the angle between n₁ and the reversed ray:

cos θ₁ = −d₀·n₁ = 1/√3, so θ₁ = α = 54.74°.

Specular reflection keeps the component of the ray along the facet and reverses the component along the normal. The normal component is (d₀·n₁)n₁; subtracting it once removes it, and subtracting it twice reverses it. Hence

d₁ = d₀ − 2(d₀·n₁)n₁
= (0,0,−1) + (2/√3)(1,1,1)/√3
= (2,2,−1)/3.

The squared length is (4 + 4 + 1)/9 = 1, as it must be. The vertical component is still negative: the reflected ray continues downwards, at arcsin(1/3) = 19.47° below the horizontal, and can meet the surface again.

The second angle depends on which facet it meets. The word "adjacent" is ambiguous here. The facet that faces the first one across a valley has the opposite horizontal tilt, n₂ = (−1,−1,1)/√3, and gives

cos θ₂ = −d₁·n₂ = (2 + 2 + 1)/(3√3) = 5/(3√3), so θ₂ = 15.79°.

A facet that shares a sloping edge with the first, such as the one with normal (−1,1,1)/√3, gives instead

cos θ = −d₁·(−1,1,1)/√3 = (2 − 2 + 1)/(3√3) = 1/(3√3), so θ = 78.90°.

The sequence 54.74°, 15.79° therefore belongs to facing facets. Whether a ray really takes that path has to be settled from the shape of the surface.

The facing path also has a simple form for any tilt. The vectors d₀, n₁ and n₂ lie in one vertical plane. Let u be the horizontal coordinate in this plane, along (1,1,0)/√2, and write vectors as (u component, z component). Then n₁ = (sin α, cos α), n₂ = (−sin α, cos α), and the reflection law gives

d₁ = (0,−1) + 2 cos α (sin α, cos α) = (sin 2α, cos 2α),

because 2 sin α cos α = sin 2α and 2 cos²α − 1 = cos 2α. It follows that

cos θ₂ = −d₁·n₂ = sin 2α sin α − cos 2α cos α = −cos 3α = cos(180° − 3α).

For 45° < α ≤ 60° the angle 180° − 3α lies between 0° and 45°, so it is the angle of incidence itself:

θ₂ = 180° − 3α.

At α = 60° the second facet is struck head-on and the ray returns along its path. Each degree by which the facets are shallower raises θ₂ by three degrees, so the second angle is a sensitive measure of the tilt. At α = 45° the ray leaves the first facet horizontally. Below 45° it rises at 90° − 2α above the horizontal, and it can catch the facing facet as long as this elevation is smaller than the slope α, that is, for α > 30°. Textures shallower than 30° give no second hit on the facing facet.

To find where the ray lands for {111} facets, put the valley line, where the two facing facets meet, at u = 0 and z = 0. The first facet is z = −√2 u for u < 0, and the facing facet is z = √2 u for u > 0. A ray that strikes at horizontal distance a from the valley starts its second leg at u = −a, z = √2 a. The direction d₁ has horizontal component 2√2/3 and vertical component −1/3, so it falls by 1/(2√2) per unit of horizontal distance:

z = √2 a − (u + a)/(2√2).

Setting this equal to √2 u and multiplying by 2√2 gives

4a − u − a = 4u, so u = 3a/5.

The second hit is lower than the first, at 3/5 of its height. In a long V-groove the facing facet is present there, so every ray has the second hit.

Now take upright pyramids in a regular array, with square bases touching edge to edge. Let b be half the base width and v the coordinate along the common base edge, measured from its middle. The first facet lies above the points with a < b − |v|, because the triangular face narrows towards the apex. The ray does not move in the v direction. The facing facet of the neighbour extends to u = b − |v|, and 3a/5 < a < b − |v|, so it too is always struck. Rays that fall precisely on an edge are left aside; they cover no area.

Inverted pyramids behave differently. Measure u and v from the centre of a square pit, whose surface has height √2 max(|u|,|v|). A ray that first strikes the facet at u = −a has |v| < a. The facing facet is present at u = 3a/5 if |v| < 3a/5. If |v| is larger, the side facet, at height √2|v| for |u| < |v|, intervenes. The ray enters this interval above that height, since at u = −|v| it is still above the first facet. At u = |v| > 3a/5 it would already be below the facing plane, and so below √2|v|. It must have crossed the side facet in between. At each a the values of |v| are spread evenly from 0 to a, so 3/5 of the rays meet the facing facet at 15.79° and 2/5 meet a side facet at 78.90°. This holds for pits that cover the whole wafer.

These paths were tested by tracing 12 000 vertical rays over each surface, given as a height function of slope √2, with hits found by stepping along the ray and normals found from finite differences. More than 99.9 % of the rays on grooves and on upright pyramids had the second angle 15.79°. In inverted pyramids the shares were 0.6002 for the facing facet and 0.3997 for the side facets.

After the second reflection from a facing facet the direction is

d₂ = d₁ − 2(d₁·n₂)n₂
= (2,2,−1)/3 + (10/9)(−1,−1,1)
= (−4,−4,7)/9.

The ray now rises, at arccos(7/9) = 38.94° from the vertical, back towards the first facet. Its horizontal component is 4√2/9, so it climbs by 7/(4√2) ≈ 1.24 per unit of horizontal distance, slightly less than the slope √2 of that facet. It can therefore be caught once more. Starting from u = 3a/5, z = 3√2 a/5, its path is

z = 3√2 a/5 + [7/(4√2)](3a/5 − u).

Setting this equal to −√2 u and multiplying by 4√2 gives

24a/5 + 21a/5 − 7u = −8u, so u = −9a.

In a groove of half-width b the facet reaches this far if 9a < b. With a spread evenly between 0 and b, 1/9 of the rays have a third hit. On the upright pyramids the condition is 9a < b − |v|, while a runs from 0 to b − |v|, so the share is again 1/9 at every v. The traced shares were 0.1108 and 0.1107, against 0.1111. The third angle is grazing:

cos θ₃ = −d₂·n₁ = (4 + 4 − 7)/(9√3) = 1/(9√3), so θ₃ = 86.32°.

The ray then leaves along

d₃ = d₂ + [2/(9√3)]n₁ = (−10,−10,23)/27,

which climbs by 23/(10√2) ≈ 1.63 per unit of horizontal distance. This is steeper than any facet, and the ray escapes.

The third hit exists by a narrow margin. In a reflection the normal bisects the angle between the reversed incoming ray and the outgoing ray. Measured from the vertical towards positive u, d₁ points at 2α, its reverse at 2α − 180°, and n₂ at −α. The outgoing angle is therefore 2(−α) − (2α − 180°) = 180° − 4α. For the tilts of interest this is an angle 4α − 180° towards negative u, or an elevation of 270° − 4α above the horizontal. The first facet can catch the ray if 270° − 4α < α, that is, if α > 54°. Ideal {111} facets exceed this threshold by 0.74°. Traces over upright pyramids with tilts of 52° and 53.8° confirmed the second angle 180° − 3α and found third hits for fewer than 0.1 % of the rays.

The area factor needs no ray. Describe the surface by its height h(x,y), which is possible because it has no overhangs. Steps dx and dy in the wafer plane correspond to the surface vectors (1,0,∂h/∂x)dx and (0,1,∂h/∂y)dy. The area of the patch they span is the length of their cross product:

dA = |(−∂h/∂x, −∂h/∂y, 1)| dx dy = √(1 + |∇h|²) dx dy.

On every {111} facet |∇h| = tan α = √2, so

dA = √(1 + 2) dx dy = √3 dx dy.

This is the same as dA = dx dy/cos α. The factor is constant, so it comes out of the integral over the wafer:

A_true/A_projected = √3 ≈ 1.732.

Neither the size of the pyramids nor their arrangement enters. Small pyramids have less area each, but there are more of them. One pyramid shows it directly. With base width 2 and height √2, each triangular face has slant height √(1 + 2) = √3 and area √3; the four faces together have 4√3, over a base of 4. For 80 overlapping pyramids with random positions and heights and no flat ground between them, the mean of √(1 + |∇h|²) was 1.73205. If a fraction f of the projected area remains flat, that part counts with factor 1, and the ratio becomes √3(1 − f) + f.

Together with the refractive index, the angles determine how much light is reflected at the outside of a bare textured surface. Light that has entered the silicon is not followed further here. Let N = n + ik be the complex refractive index of silicon, with air outside, and let c = cos θ and c′ = √(1 − sin²θ/N²), the cosine inside the silicon. For s light, with the electric field perpendicular to the plane of incidence, continuity of the tangential electric and magnetic fields reads

1 + r = t, c(1 − r) = N c′ t.

For p light, written in terms of the magnetic field amplitudes, it reads

1 + r = t, c(1 − r) = (c′/N) t.

Eliminating t gives

r_s = (c − N c′)/(c + N c′), r_p = (N c − c′)/(N c + c′),

and the reflectances are R_s = |r_s|² and R_p = |r_p|². Since d₀, n₁ and n₂ are coplanar, the plane of incidence is the same at both hits, and s light remains s and p light remains p. Unpolarised light is half of each, so the reflectance after two hits is

R₁₂ = ½[R_s(θ₁)R_s(θ₂) + R_p(θ₁)R_p(θ₂)].

As an example take an uncoated solar-cell wafer with regular upright pyramids 5 µm high, at a wavelength of 600 nm, with the rough typical values n = 3.9 and k = 0.02. The base width is 2 × 5/√2 = 7.07 µm. A flat surface reflects 35.03 % at normal incidence. The decimals here and below serve to compare cases computed with the same n; they are not a measure of accuracy, since a change of n by 0.05 already moves this flat value by about 0.5 percentage points. On the texture, R_s and R_p are 54.32 % and 15.56 % at the first hit, and 36.41 % and 33.64 % at the second. Thus

R₁₂ = ½(0.5432 × 0.3641 + 0.1556 × 0.3364) = 0.1251.

Multiplying the unpolarised means of the two hits would give 12.24 %, too low because the first reflection leaves the light mostly s-polarised, and s light is also reflected somewhat more strongly at the second hit. The third hit, with R_s = 93.42 % and R_p = 34.67 %, affects one ray in nine and lowers the total from 12.51 % to 12.24 %. That this equals the product of the means to the digits shown is a coincidence.

The area factor has a cost. If the surface recombination current density is 10 fA/cm² of true area, a chosen round value, the wafer sees √3 × 10 = 17.32 fA/cm² of projected area. This assumes that every part of the surface is equally well passivated and equally supplied with carriers. A comparison with a flat (100) wafer must also allow for the different atomic structure of the {111} surface, which can change the value per true area.

Real alkaline textures have pyramids of a few micrometres, so the chosen height is typical, but they are randomly placed and often have facets shallower than the ideal, roughly 50° to 52°. At 52° the second angle is 180° − 156° = 24°, the area factor falls to 1.624, and the two-hit reflectance is 12.80 %, with no third hit to reduce it. Against the ideal total of 12.24 % this is a rise of about 0.55 percentage points (from the unrounded values). At the ideal tilt, 5 % of unetched flat area, left as level tops on the pyramids, raises the two-hit value to 0.95 × 12.51 % + 0.05 × 35.03 % ≈ 13.6 % and lowers the area factor to 1.695. Level tops leave the second hits of the other rays unchanged, because these lie lower than the first hits; flat ground in the valleys would intercept some of those rays. The absorption index k changes the two-hit reflectance by less than 0.001 percentage points. Random placement leaves the area factor alone but opens other ray paths, such as second hits on side facets and more frequent third hits. Their effect on the reflectance is not calculated here and can be larger than the corrections above, so the 12.24 % of the regular array should not be carried over to a random texture.

Ray optics itself is doubtful near edges. Strips half a wavelength wide as seen from above, on each side of the base edges, take up 16.3 % of the projected area. The sloping edges of the pyramids count too. Seen from above, each face is a triangle with an inscribed circle of radius (√2 − 1)b ≈ 1.46 µm, so the part more than 0.3 µm from all three of its edges is (1 − 0.3/1.46)² ≈ 63 % of it. About 37 % of the projected area therefore lies within half a wavelength of some edge when distances are measured in projection. Measured on the facet itself, an equilateral triangle of side 2b with inscribed radius b/√3 ≈ 2.04 µm, the share is 1 − (1 − 0.3/2.04)² ≈ 27 %. This indicates where the model is uncertain, not the error in the reflectance. The third hits come from rays that land within a horizontal distance b/9 ≈ 0.39 µm of a base edge, or √3 b/9 ≈ 0.68 µm along the facet, about one wavelength, so ray optics is doubtful for the whole of this small correction. The numerical output below lists the values used.

Calculated quantities

```
Facet tilt alpha: 54.7356 deg; tan alpha: 1.41421
First incidence angle: 54.74 deg
Descent of ray after first reflection: 19.47 deg
Second incidence angle, facing facet: 15.79 deg
Second incidence angle, edge-sharing facet: 78.90 deg
Exit angle from vertical after two hits: 38.94 deg
Third incidence angle: 86.32 deg
Traced third-hit share, grooves: 0.1108
Traced third-hit share, upright: 0.1107
Formula third-hit share: 0.1111
Traced facing share, inverted pyramids: 0.6002
Traced side share, inverted pyramids: 0.3997
Area factor sqrt(3): 1.73205
Area factor, one pyramid from vertices: 1.73205
Area factor, random pyramids: 1.73205
Pyramid height: 5.0 um; base width: 7.07 um
Wavelength: 600 nm; n: 3.9; k: 0.02
Flat-surface reflectance: 35.03 %
First hit Rs, Rp: 54.32 %, 15.56 %
Second hit Rs, Rp: 36.41 %, 33.64 %
Third hit Rs, Rp: 93.42 %, 34.67 %
Two-hit reflectance: 12.51 %
Product of unpolarised means: 12.24 %
Reflectance with third hits: 12.24 %
Recombination current per true area: 10.0 fA/cm2
Same per projected area: 17.32 fA/cm2
Shallower real facet tilt: 52.0 deg
Its second incidence angle: 24.0 deg
Its area factor: 1.6243
Its two-hit reflectance: 12.80 %
Unetched flat fraction: 5.0 %
Area factor with flats: 1.6954
Two-hit reflectance with flats: 13.63 %
Change of two-hit reflectance due to k: 0.00072 % (percentage points)
Projected area within half a wavelength of base edges: 16.3 %
```
